# Clamped and unclamped electro-optic tensor with PAW augmentation dipoles: verification in Python

```python
"""Electro-optic tensor r_ijk = d(inverse optical permittivity)_ij / dE_k.

Result under test (Hartree atomic units, eps = 1 + 4 pi chi):
  r(fixed strain) = -4 pi inv(eps) [2 chi2 + sum_m raman_m polarity_m
                    / (omega_m^2 sqrt(volume))] inv(eps)
  r(zero stress)  = r(fixed strain) + elasto-optic tensor * piezoelectric d
chi2: P = chi E + chi2 E E.  Modes are normalised with the ion masses.
PAW dipole: D = x + sum |p_i> (R q_ij + d_ij) <p_j|, d_ij = augmentation dipole.
Model cell: hard walls at -L and L, two ions, one doubly occupied orbital.
Coordinates X = (u1, u2, eta): two ion displacements and the axial strain.
"""
from itertools import permutations
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants

PI4 = 4 * np.pi
TO_PM_PER_V = 1e12 / physical_constants["atomic unit of electric field"][0]


def assemble(eps, chi2, dchi, charge, hessian, mass, volume):
    """Parts of r; coordinates are ordered as ions first, then strains."""
    n = len(mass)
    inv = np.linalg.inv(eps)

    def impermeability(change):
        return -PI4 * np.einsum("ia,ab...,bj->ij...", inv, change, inv)

    root = np.sqrt(mass)
    omega2, vectors = eigh(hessian[:n, :n] / np.outer(root, root))
    pattern = vectors / root[:, None]
    polarity = pattern.T @ charge[:n]
    raman = np.sqrt(volume) * dchi[..., :n] @ pattern
    by_mode = impermeability(np.einsum(
        "ijm,mk->ijkm", raman, polarity / omega2[:, None])) / np.sqrt(volume)
    follow = np.linalg.solve(hessian[:n, :n], hessian[:n, n:])
    elasto = impermeability(dchi[..., n:] - dchi[..., :n] @ follow)
    stiffness = hessian[n:, n:] - hessian[n:, :n] @ follow
    strain_charge = charge[n:] - follow.T @ charge[:n]
    d_piezo = np.linalg.solve(stiffness, strain_charge)
    return dict(electronic=impermeability(2 * chi2), by_mode=by_mode,
                ionic=by_mode.sum(-1), piezo=elasto @ d_piezo,
                omega=np.sqrt(omega2), polarity=polarity, raman=raman,
                elasto=elasto, d=d_piezo, stiffness=stiffness,
                strain_charge=strain_charge)


# ---------- full tensor test: several levels, 3 ions coordinates, 2 shears ----
rng = np.random.default_rng(7)
levels = np.array([0.0, 0.5, 0.65, 0.8, 0.95, 1.1, 1.3])
raw = rng.normal(size=(8, 7, 7))
ops = (raw + raw.transpose(0, 2, 1)) / 2
ops[:3] *= 0.5          # electron position operators
ops[3:] *= 0.08         # coupling to the five coordinates
vol_t, spring_t = 60.0, np.array([1.0, 1.2, 0.9, 1.5, 1.3])
mass_t = np.array([1000.0, 2000.0, 3000.0])


def averages(coords, field):
    ham = np.diag(levels) + np.tensordot(np.r_[field, coords], ops, 1)
    ground = eigh(ham)[1][:, 0]
    return 2 * np.einsum("n,anm,m->a", ground, ops, ground)


to_excited = ops[:, 1:, 0]
gap_t = levels[1:]
second = -4 * (to_excited / gap_t) @ to_excited.T
shifted = ops[:, 1:, 1:] - ops[:, 0, 0][:, None, None] * np.eye(6)
first_wave = to_excited / gap_t
triple = np.einsum("an,bnm,cm->abc", first_wave, shifted, first_wave)
third = 2 * sum(triple.transpose(order) for order in permutations(range(3)))
hess_t = np.diag(spring_t) + second[3:, 3:]
assert np.linalg.eigvalsh(hess_t).min() > 0
tensor = assemble(np.eye(3) - PI4 * second[:3, :3] / vol_t,
                  -third[:3, :3, :3] / (2 * vol_t), -third[:3, :3, 3:] / vol_t,
                  -second[3:, :3], hess_t, mass_t, vol_t)
force_at_rest = averages(np.zeros(5), np.zeros(3))[3:]


def tensor_definition(free, step=5e-4):
    result = np.zeros((3, 3, 3))
    for k in range(3):
        for sign in (1, -1):
            field, coords = sign * step * np.eye(3)[k], np.zeros(5)
            for _ in range(40 if free else 0):
                grad = (averages(coords, field)[3:] - force_at_rest
                        + spring_t * coords)[:free]
                coords[:free] -= np.linalg.solve(hess_t[:free, :free], grad)
            chi = np.array([(averages(coords, field - step * axis)[:3]
                             - averages(coords, field + step * axis)[:3])
                            / (2 * step * vol_t) for axis in np.eye(3)]).T
            result[:, :, k] += sign * np.linalg.inv(np.eye(3) + PI4 * chi)
    return result / (2 * step)


tensor_errors = []
total = np.zeros((3, 3, 3))
for part, free in (("electronic", 0), ("ionic", 3), ("piezo", 5)):
    total = total + tensor[part]
    reference = tensor_definition(free)
    tensor_errors.append(abs(total - reference).max() / abs(reference).max())
assert max(tensor_errors) < 5e-4   # finite field steps

# ---------- PAW model cell ---------------------------------------------------
HALF, AREA, RC, NB = 3.5, 30.0, 0.9, 8
REST = np.array([-1.3, 1.2])
DEPTH = np.array([0.8, 0.4])
BUMP = np.array([[0.5, 0.9], [0.3, 0.6]])     # [ion, parity of partial wave]
MASS = np.array([20000.0, 60000.0])
SPRING = np.array([1.0, 1.0, 8.0])            # framework, for u1, u2, eta
VOLUME = 2 * HALF * AREA
COEF = np.array([leg.legmul([2 / 3, 0, -2 / 3], np.eye(NB)[k])[:NB + 2]
                 if k == NB - 1 else
                 np.pad(leg.legmul([2 / 3, 0, -2 / 3], np.eye(NB)[k][:k + 1]),
                        (0, NB - 1 - k)) for k in range(NB)]).T
DCOEF = leg.legder(COEF)
NODE, WEIGHT = leg.leggauss(32)
LONG_NODE, LONG_WEIGHT = leg.leggauss(90)


def geometry(coords):
    scale = 1 + coords[2]
    return HALF * scale, (REST + coords[:2]) * scale


def potential(x, ions):
    return -sum(v * np.exp(-(x - r) ** 2) for v, r in zip(DEPTH, ions))


def smooth(x, half):
    t = x / half
    return leg.legvander(t, NB + 1) @ COEF, leg.legvander(t, NB) @ DCOEF / half


def matrices(value, slope, x, weight, ions):
    wv = weight[:, None] * value
    ham = slope.T @ (weight[:, None] * slope) / 2
    ham = ham + value.T @ (potential(x, ions)[:, None] * wv)
    return ham, value.T @ wv, value.T @ (x[:, None] * wv)


def direct(coords):
    """Matrices from all-electron functions rebuilt point by point."""
    half, ions = geometry(coords)
    edge = [-half, ions[0] - RC, ions[0] + RC, ions[1] - RC, ions[1] + RC, half]
    x = np.concatenate([(a + b) / 2 + (b - a) / 2 * NODE
                        for a, b in zip(edge, edge[1:])])
    weight = np.concatenate([(b - a) / 2 * WEIGHT for a, b in zip(edge, edge[1:])])
    value, slope = smooth(x, half)
    for ion, bump in zip(ions, BUMP):
        inside = abs(x - ion) < RC
        z = (x[inside] - ion)[:, None] / RC
        v, g = value[inside], slope[inside]
        vm, gm = smooth(2 * ion - x[inside], half)
        w, dw = (1 - z ** 2) ** 2, -4 * z * (1 - z ** 2) / RC
        even, odd = (v + vm) / 2, (v - vm) / 2
        value[inside] = even * (1 + bump[0] * w) + odd * (1 + bump[1] * w)
        slope[inside] = ((g - gm) / 2 * (1 + bump[0] * w)
                         + (g + gm) / 2 * (1 + bump[1] * w)
                         + dw * (bump[0] * even + bump[1] * odd))
    return matrices(value, slope, x, weight, ions)


def paw(coords):
    """H, S, dipole without d_ij, and the d_ij part, from projectors."""
    half, ions = geometry(coords)
    x = half * LONG_NODE
    ham, over, dip = matrices(*smooth(x, half), x, half * LONG_WEIGHT, ions)
    aug = np.zeros_like(dip)
    order = np.arange(NB + 2)
    pseudo = leg.legvander(NODE, NB + 1)
    dpseudo = leg.legvander(NODE, NB) @ leg.legder(np.eye(NB + 2)) / RC
    w = ((1 - NODE ** 2) ** 2)[:, None]
    dw = (-4 * NODE * (1 - NODE ** 2) / RC)[:, None]
    for ion, bump in zip(ions, BUMP):
        amp = bump[order % 2]
        wave = pseudo * (1 + amp * w)
        dwave = dpseudo * (1 + amp * w) + pseudo * amp * dw
        s, ws = RC * NODE, RC * WEIGHT
        projector = pseudo * (2 * order + 1) / (2 * RC)
        c = projector.T @ (ws[:, None] * smooth(ion + s, half)[0])
        full = matrices(wave, dwave, ion + s, ws, ions)
        soft = matrices(pseudo, dpseudo, ion + s, ws, ions)
        h1, q = full[0] - soft[0], full[1] - soft[1]
        d = wave.T @ ((s * ws)[:, None] * wave)
        d = d - pseudo.T @ ((s * ws)[:, None] * pseudo)
        ham, over = ham + c.T @ h1 @ c, over + c.T @ q @ c
        dip, aug = dip + ion * c.T @ q @ c, aug + c.T @ d @ c
    return ham, over, dip, aug


trial = np.array([0.07, -0.05, 0.02])
hd, sd, dd = direct(trial)
hp, sp, dp, ap = paw(trial)
paw_error = max(abs(hd - hp).max(), abs(sd - sp).max(), abs(dd - dp - ap).max())
assert paw_error < 1e-9
assert abs(dd - dp).max() > 1e-4   # d_ij is really needed

# Perturbation theory in the PAW representation at the reference geometry
H_STEP = 1e-3
AXES = np.eye(3)
zero = np.zeros(3)
ref = paw(zero)
energy, states = eigh(ref[0], ref[1])
gap = energy[1:] - energy[0]
ref_s = [states.T @ m @ states for m in ref]
der_s = [[states.T @ (a - b) @ states / (2 * H_STEP) for a, b in
          zip(paw(H_STEP * ax), paw(-H_STEP * ax))] for ax in AXES]
electron_grad = np.array([2 * (m[0] - energy[0] * m[1])[0, 0] for m in der_s])


def paw_energy(coords):
    ham, over = paw(coords)[:2]
    return 2 * eigh(ham, over, eigvals_only=True)[0]


K_STEP = 2e-3
hessian = np.diag(SPRING)
for i in range(3):
    for j in range(3):
        a, b = K_STEP * AXES[i], K_STEP * AXES[j]
        hessian[i, j] += (paw_energy(a + b) - paw_energy(a - b)
                          - paw_energy(b - a) + paw_energy(-a - b)) / (4 * K_STEP ** 2)
hessian = (hessian + hessian.T) / 2
assert np.linalg.eigvalsh(hessian).min() > 0


def respond(scale):
    """Field response with the augmentation dipoles multiplied by scale."""
    dip = ref_s[2] + scale * ref_s[3]
    d00, d = dip[0, 0], dip[1:, 0]
    one = np.r_[0, -d / gap]
    two = np.r_[-0.5 * np.sum((d / gap) ** 2),
                dip[1:, 1:] @ (d / gap) / gap - d00 * d / gap ** 2]
    lam2 = -np.sum(d ** 2 / gap)
    lam3 = one @ dip @ one - d00 * one @ one
    alpha, moment = -4 * lam2, REST.sum() - 2 * d00
    charge, dalpha = [], []
    for m, ion_part in zip(der_s, (1.0, 1.0, REST.sum())):
        g = m[0] - energy[0] * m[1]
        dx = m[2] + scale * m[3]
        charge.append(ion_part - 2 * (dx[0, 0] + 2 * one @ g[:, 0]
                                      - d00 * m[1][0, 0]))
        dalpha.append(-4 * (2 * two @ g[:, 0] + one @ g @ one
                            + 2 * one @ (dx - d00 * m[1])[:, 0]
                            - lam2 * m[1][0, 0]))
    charge, dalpha = np.array(charge), np.array(dalpha)
    return dict(alpha=alpha, moment=moment, chi2=-6 * lam3 / VOLUME,
                dmoment=charge, dalpha=dalpha,
                charge=charge - moment * AXES[2],
                dchi=(dalpha - alpha * AXES[2]) / VOLUME)


def electro_optic(f):
    return assemble(np.array([[1 + PI4 * f["alpha"] / VOLUME]]),
                    np.array([[[f["chi2"]]]]), f["dchi"][None, None, :],
                    f["charge"][:, None], hessian, MASS, VOLUME)


# Finite-field road with the rebuilt all-electron functions
def moment(coords, field):
    ham, over, dip = direct(coords)
    orbital = eigh(ham + field * dip, over)[1][:, 0]
    return geometry(coords)[1].sum() - 2 * orbital @ dip @ orbital


def cell_alpha(coords, field, probe=3e-4):
    return (moment(coords, field + probe) - moment(coords, field - probe)) / (2 * probe)


def enthalpy(coords, reduced_field):
    ham, over, dip = direct(coords)
    field = reduced_field / (1 + coords[2])   # fixed voltage across the cell
    lowest = eigh(ham + field * dip, over, eigvals_only=True)[0]
    return (2 * lowest - field * geometry(coords)[1].sum()
            - electron_grad @ coords + 0.5 * SPRING @ coords ** 2)


def gradient(coords, field, free):
    return np.array([(enthalpy(coords + H_STEP * ax, field)
                      - enthalpy(coords - H_STEP * ax, field)) / (2 * H_STEP)
                     for ax in AXES[:free]])


def definition(free, step=5e-4):
    inverse = []
    for reduced in (step, -step):
        coords = np.zeros(3)
        if free:
            for _ in range(20):
                slope = gradient(coords, reduced, free)
                coords[:free] -= np.linalg.solve(hessian[:free, :free], slope)
            assert abs(gradient(coords, reduced, free)).max() < 1e-8
        chi = cell_alpha(coords, reduced / (1 + coords[2])) / (
            VOLUME * (1 + coords[2]))
        inverse.append(1 / (1 + PI4 * chi))
    return (inverse[0] - inverse[1]) / (2 * step)


factors, bare = respond(1.0), respond(0.0)
eo, eo_bare = electro_optic(factors), electro_optic(bare)
assert abs(gradient(zero, 0.0, 3)).max() < 1e-4   # central-difference error
num_dmoment = np.array([(moment(H_STEP * ax, 0) - moment(-H_STEP * ax, 0))
                        / (2 * H_STEP) for ax in AXES])
num_dalpha = np.array([(cell_alpha(H_STEP * ax, 0) - cell_alpha(-H_STEP * ax, 0))
                       / (2 * H_STEP) for ax in AXES])
for exact, numeric in ((factors["dmoment"], num_dmoment),
                       (factors["dalpha"], num_dalpha)):
    assert abs(exact - numeric).max() < 5e-4 * abs(numeric).max()

r_el, r_ion, r_pz = (eo[k].item() for k in ("electronic", "ionic", "piezo"))
b_el, b_ion, b_pz = (eo_bare[k].item() for k in ("electronic", "ionic", "piezo"))
formula = np.cumsum([r_el, r_ion, r_pz])
measured = np.array([definition(free) for free in (0, 2, 3)])
assert abs(formula - measured).max() < 1e-3 * max(abs(r_el), abs(r_ion), abs(r_pz))


def degree(name):
    """Polynomial degree of a factor in the scale of d_ij, from differences."""
    samples = np.array([respond(10.0 * j)[name] for j in range(7)])
    for n in range(6):
        if (np.linalg.norm(np.diff(samples, n + 1, axis=0))
                < 1e-6 * np.linalg.norm(np.diff(samples, n, axis=0))):
            return n
    return None


degrees = {name: degree(name) for name in ("charge", "alpha", "dchi", "chi2")}
assert degrees == dict(charge=1, alpha=2, dchi=2, chi2=3)
changes = [np.linalg.norm(factors[k] - bare[k]) / np.linalg.norm(factors[k])
           for k in degrees]
assert max(changes) > 5e-3


def pair(label, name, index=None, unit="a.u."):
    a, b = factors[name], bare[name]
    if index is not None:
        a, b = a[index], b[index]
    print(f"{label}: {a:.6g} {unit}; without d_ij {b:.6g}")


print(f"half length {HALF} bohr, area {AREA} bohr^2, volume {VOLUME} bohr^3")
print(f"ion positions {REST} bohr, sphere radius {RC} bohr")
print(f"well depths {DEPTH} hartree, well width 1 bohr, core charges 1 and 1 e")
print(f"partial-wave bumps (even, odd): ion 1 {BUMP[0]}, ion 2 {BUMP[1]}")
print(f"masses {MASS} electron masses")
print(f"framework springs u1, u2 {SPRING[:2]} hartree/bohr^2; strain {SPRING[2]} hartree")
print(f"smooth functions {NB}, partial waves per ion {NB + 2}")
print(f"largest PAW minus direct matrix element {paw_error:.1e} a.u.")
print(f"first excitation gap {gap[0]:.5f} hartree")
pair("cell dipole at zero field", "moment", unit="e bohr")
pair("cell polarizability", "alpha", unit="bohr^3")
print(f"optical permittivity {1 + PI4 * factors['alpha'] / VOLUME:.5f};"
      f" without d_ij {1 + PI4 * bare['alpha'] / VOLUME:.5f}")
pair("chi2", "chi2")
for i in range(2):
    pair(f"Born charge ion {i + 1}", "charge", i, "e")
    pair(f"d chi / d u{i + 1}", "dchi", i, "1/bohr")
pair("fixed-ion strain charge (volume * e)", "charge", 2, "e bohr")
pair("fixed-ion d chi / d eta", "dchi", 2, "(no unit)")
for m in range(2):
    print(f"mode {m + 1}: omega {eo['omega'][m]:.6f} hartree,"
          f" polarity {eo['polarity'][m, 0]:.5e} a.u.,")
    print(f"   Raman {eo['raman'][0, 0, m]:.5e} a.u.,"
          f" part of r {eo['by_mode'][0, 0, 0, m]:.5f} a.u.")
print(f"relaxed stiffness (volume * C) {eo['stiffness'].item():.5f} hartree")
print(f"relaxed strain charge (volume * e) {eo['strain_charge'].item():.5f} e bohr")
print(f"relaxed elasto-optic p {eo['elasto'].item():.5f} (no unit)")
print(f"piezoelectric d {eo['d'].item():.5f} a.u.")
print(f"r electronic {r_el:.5f} a.u.; without d_ij {b_el:.5f}")
print(f"r ionic {r_ion:.5f} a.u.; without d_ij {b_ion:.5f}")
print(f"r piezoelectric part {r_pz:.5f} a.u.; without d_ij {b_pz:.5f}")
for label, a, b in zip(("fixed ions", "clamped", "unclamped"), formula, measured):
    print(f"r {label}: assembled {a:.5f} a.u., finite field {b:.5f} a.u.")
print(f"r clamped without d_ij {b_el + b_ion:.5f} a.u.")
print(f"r unclamped without d_ij {b_el + b_ion + b_pz:.5f} a.u.")
print(f"r clamped {formula[1] * TO_PM_PER_V:.4f} pm/V,"
      f" unclamped {formula[2] * TO_PM_PER_V:.4f} pm/V")
print("degree in d_ij: charges {charge}, chi {alpha}, d chi {dchi}, chi2 {chi2}"
      .format(**degrees))
print("tensor test, largest relative errors (fixed ions, clamped, unclamped): "
      + ", ".join(f"{e:.1e}" for e in tensor_errors))
print("done: every assertion held")
```

It prints:

```
half length 3.5 bohr, area 30.0 bohr^2, volume 210.0 bohr^3
ion positions [-1.3  1.2] bohr, sphere radius 0.9 bohr
well depths [0.8 0.4] hartree, well width 1 bohr, core charges 1 and 1 e
partial-wave bumps (even, odd): ion 1 [0.5 0.9], ion 2 [0.3 0.6]
masses [20000. 60000.] electron masses
framework springs u1, u2 [1. 1.] hartree/bohr^2; strain 8.0 hartree
smooth functions 8, partial waves per ion 10
largest PAW minus direct matrix element 3.1e-14 a.u.
first excitation gap 0.39625 hartree
cell dipole at zero field: 1.44741 e bohr; without d_ij 1.45417
cell polarizability: 11.1051 bohr^3; without d_ij 10.8592
optical permittivity 1.66453; without d_ij 1.64981
chi2: -0.227698 a.u.; without d_ij -0.232957
Born charge ion 1: -0.541174 e; without d_ij -0.573895
d chi / d u1: -0.020861 1/bohr; without d_ij -0.0219978
Born charge ion 2: 1.15311 e; without d_ij 1.15699
d chi / d u2: 0.0139422 1/bohr; without d_ij 0.0146083
fixed-ion strain charge (volume * e): 1.91881 e bohr; without d_ij 1.90117
fixed-ion d chi / d eta: 0.0717327 (no unit); without d_ij 0.0704005
mode 1: omega 0.003998 hartree, polarity -4.62565e-03 a.u.,
   Raman -7.79493e-04 a.u., part of r -0.07060 a.u.
mode 2: omega 0.007028 hartree, polarity 3.92526e-03 a.u.,
   Raman 2.15456e-03 a.u., part of r -0.05359 a.u.
relaxed stiffness (volume * C) 7.96758 hartree
relaxed strain charge (volume * e) 1.97404 e bohr
relaxed elasto-optic p -0.33097 (no unit)
piezoelectric d 0.24776 a.u.
r electronic 2.06547 a.u.; without d_ij 2.15103
r ionic -0.12419 a.u.; without d_ij -0.13636
r piezoelectric part -0.08200 a.u.; without d_ij -0.08134
r fixed ions: assembled 2.06547 a.u., finite field 2.06545 a.u.
r clamped: assembled 1.94128 a.u., finite field 1.94126 a.u.
r unclamped: assembled 1.85928 a.u., finite field 1.85926 a.u.
r clamped without d_ij 2.01466 a.u.
r unclamped without d_ij 1.93332 a.u.
r clamped 3.7752 pm/V, unclamped 3.6157 pm/V
degree in d_ij: charges 1, chi 2, d chi 2, chi2 3
tensor test, largest relative errors (fixed ions, clamped, unclamped): 3.1e-06, 3.2e-06, 3.6e-06
done: every assertion held
```
